# Effect of dissolved salt on the Hamaker coefficient between two half-spaces, part 1

(Sections cited here and not found follow in the second part.)

## Problem

Two neutral half-spaces, 1 ($z<0$) and 2 ($z>d$), face each other across a gap of medium 3 at temperature $T$. Units are Gaussian atomic units, $k$ is the in-plane wavenumber, $F$ is the interaction free energy per area, and the Hamaker coefficient is defined by $F=-A/(12\pi d^2)$, so that $A>0$ means attraction. The Lifshitz formula is taken as given:

$$F=kT{\sum_{n\ge0}}'\int_0^\infty\frac{k\,dk}{2\pi}\sum_{\rm TM,TE}\ln\left(1-\Delta_1\Delta_2e^{-2q_3d}\right),\qquad \xi_n=2\pi n\,kT .$$

The prime halves the $n=0$ term, $q_j^2=k^2+\varepsilon_j\mu_j\xi^2/c^2$, all responses are taken at $i\xi_n$, and

$$\Delta_j^{\rm TM}=\frac{\varepsilon_jq_3-\varepsilon_3q_j}{\varepsilon_jq_3+\varepsilon_3q_j},\qquad \Delta_j^{\rm TE}=\frac{\mu_jq_3-\mu_3q_j}{\mu_jq_3+\mu_3q_j}.$$

(a) Within what range can the $n=0$ term $A_0$ lie, and under what conditions?

(b) A 1:1 salt with $n$ ions of each sign per volume is dissolved in the gap and cannot enter the walls. How does $A_0$ depend on $d$ in the Debye–Hückel regime?

(c) By how much can the motion of the ions change the terms $n\ge1$?

(d) Evaluate these for a model with $T=300$ K, 0.1 mol/L salt, ion mass $M=30$ u, diffusion constant $D=2\times10^{-9}$ m²/s, $d=40$ bohr, equal walls with $\varepsilon_1=1+1.5/(1+\xi^2/\omega_{UV}^2)$, and a solvent with $\varepsilon_3=1+75/(1+\xi\tau)+3.2/(1+\xi^2/\omega_{IR}^2)+0.8/(1+\xi^2/\omega_{UV}^2)$, where $\tau=10$ ps, $\omega_{IR}=0.002$ and $\omega_{UV}=0.5$ hartree.

## Solution

### The static term as a classical determinant

The Lifshitz formula assumes local media, and an electrolyte at zero frequency is not one, so the static term is derived from the classical partition function. The variables are the polarization $\mathbf P$, with local energy density $P^2/2\chi$, and the ion density fluctuations $\delta n_\pm$. Expanding the ideal-gas free energy density $kT(n\ln n-n)$ of each species to second order gives

$$\frac{kT}{2n}\left(\delta n_+^2+\delta n_-^2\right)=\frac{kT}{4n}\left(\rho^2+\sigma^2\right),\qquad \rho=\delta n_+-\delta n_-,\quad\sigma=\delta n_++\delta n_- .$$

The neutral combination $\sigma$ carries no charge and decouples. The rest is $\rho^2/2c_\rho$ with $c_\rho=2n/kT$. Stopping at second order about a uniform density is the Debye–Hückel approximation for uncharged walls. It requires weak coupling, $\kappa/\varepsilon_3kT\ll1$ with $1/\kappa$ the screening length defined below, and it neglects the depletion of ions near the walls by image forces.

Collect $u=(\mathbf P,\rho)$, let $S={\rm diag}(\chi,c_\rho)$, and write the total charge as $Bu=\rho-\nabla\cdot\mathbf P$. With the vacuum Coulomb kernel $G=4\pi(-\nabla^2)^{-1}$ the energy is $\tfrac12u^T(S^{-1}+B^TGB)u$. A Gaussian integral gives $\tfrac12kT\ln\det$ of this matrix. Dividing out $\det S^{-1}$, which is local and gives only volume terms, and using $\det(1+XY)=\det(1+YX)$,

$$\det\left(1+SB^TGB\right)=\det\left(1+G\,BSB^T\right)=\frac{\det\left(-\nabla^2+4\pi BSB^T\right)}{\det\left(-\nabla^2\right)} .$$

The transpose of $-\nabla\cdot$ is $+\nabla$, so $BSB^T=-\nabla\cdot\chi\nabla+c_\rho\theta$, where $\theta=1$ in the gap and 0 outside. With $\varepsilon=1+4\pi\chi$, each in-plane wavevector contributes $\tfrac12kT\ln\det H_k$ with

$$H_k=-\partial_z\varepsilon\,\partial_z+\varepsilon k^2+\varepsilon_3\kappa^2\theta,\qquad \kappa^2=\frac{4\pi c_\rho}{\varepsilon_3}=\frac{8\pi n}{\varepsilon_3kT}.$$

To find the determinant, put $H_k$ on a lattice of spacing $h$ with $\varphi=0$ at two distant ends. It is tridiagonal, with diagonal $a_j$ and off-diagonal $-\beta_j$, $\beta_j=\varepsilon/h$. Let $\varphi_j$ solve the homogeneous rows $\beta_j\varphi_{j+1}=a_j\varphi_j-\beta_{j-1}\varphi_{j-1}$ from $\varphi_0=0$, $\varphi_1=1$. Multiplying row $j$ by $\beta_1\cdots\beta_{j-1}$ shows that $D_j=\varphi_{j+1}\beta_1\cdots\beta_j$ obeys $D_j=a_jD_{j-1}-\beta_{j-1}^2D_{j-2}$ with $D_0=1$, $D_1=a_1$. This is the cofactor recursion for the leading minors, so $\det H_k$ is the value of $\varphi$ at the far end times $\prod\beta_j$, and the logarithm of that product is linear in the layer thicknesses.

In the continuum, $\varphi$ and $\varepsilon\varphi'$ are continuous. Far from its outer end, wall 1 carries $\varphi=e^{kz}$. In the gap $\varphi=ae^{pz}+be^{-pz}$ with $p=\sqrt{k^2+\kappa^2}$. Matching at $z=0$ gives $a+b=1$ and $\varepsilon_3p(a-b)=\varepsilon_1k$, so

$$a=\frac{\varepsilon_3p+\varepsilon_1k}{2\varepsilon_3p},\qquad b=-\Delta_1a,\qquad \Delta_j=\frac{\varepsilon_jk-\varepsilon_3p}{\varepsilon_jk+\varepsilon_3p}.$$

In wall 2, $\varphi=Ce^{k(z-d)}+C'e^{-k(z-d)}$, and only $C$ survives at the far end. Adding $\varepsilon_2k(C+C')=\varepsilon_2k\varphi(d)$ and $\varepsilon_2k(C-C')=\varepsilon_3\varphi'(d^-)$ gives

$$2\varepsilon_2kC=ae^{pd}(\varepsilon_2k+\varepsilon_3p)+be^{-pd}(\varepsilon_2k-\varepsilon_3p)=a(\varepsilon_2k+\varepsilon_3p)\,e^{pd}\left[1-\Delta_1\Delta_2e^{-2pd}\right].$$

In the logarithm, $pd$ is a bulk term, the prefactors are single-surface terms, and the bracket is the interaction. Summing over wavevectors with $\int k\,dk/2\pi$ gives $F_0=(kT/4\pi)\int k\,dk\,\ln[\dots]$. Set $x=2pd$ and $y=2\kappa d$, so that $k\,dk=p\,dp=x\,dx/4d^2$. The factor $-12\pi d^2\cdot\frac{1}{4\pi}\cdot\frac{1}{4d^2}=-\frac34$ yields

$$A_0=-\frac34kT\int_y^\infty x\,\ln\left(1-\Delta_1\Delta_2e^{-x}\right)dx. \tag{1}$$

### (a) The range without salt

For $\kappa=0$, $p=k$, and $\Delta_j=(\varepsilon_j-\varepsilon_3)/(\varepsilon_j+\varepsilon_3)$ is a constant. This equals $\Delta_j^{\rm TM}$ when all $q_j\to k$, so (1) is the halved TM term of the Lifshitz formula. With $t=\Delta_1\Delta_2$, expand $-\ln(1-te^{-x})=\sum_st^se^{-sx}/s$ and use $\int_0^\infty xe^{-sx}dx=1/s^2$:

$$A_0=\frac34kT\sum_{s\ge1}\frac{t^s}{s^3}=\frac34kT\,{\rm Li}_3(t).$$

For positive static permittivities $|\varepsilon_j-\varepsilon_3|<\varepsilon_j+\varepsilon_3$, so $-1<t<1$. The integrand grows with $t$, because $-\partial_t\ln(1-te^{-x})=e^{-x}/(1-te^{-x})>0$. The end values are ${\rm Li}_3(1)=\zeta(3)$ and, adding twice the even terms to minus the full sum, ${\rm Li}_3(-1)=-\zeta(3)+2\sum_m(2m)^{-3}=-\tfrac34\zeta(3)$. Therefore

$$-\frac{9}{16}\zeta(3)\,kT<A_0<\frac34\zeta(3)\,kT .$$

With $\zeta(3)=1.202057$ the limits are $-0.676\,kT$ and $0.902\,kT$, the upper one being 3.73 zJ at 300 K. The upper limit is approached when both walls have a far larger, or both a far smaller, permittivity than the gap, and the lower one when $\varepsilon_1\gg\varepsilon_3\gg\varepsilon_2$.

The bound counts one channel. It is guaranteed for the whole $n=0$ term when TE contributes nothing. That is the case if $\mu_1=\mu_2=\mu_3$ and $\xi^2\varepsilon(i\xi)\to0$ in all three media, for then $q_j\to k$ and $\Delta^{\rm TE}\to0$. A Drude metal with electron plasma frequency $\omega_e$ and damping $\gamma_e$ has $\xi^2(\varepsilon-1)=\omega_e^2\xi/(\xi+\gamma_e)\to0$ and qualifies. Since $\varepsilon\to\infty$ its TM term reaches the bound. For $\omega_e=0.3$, $\gamma_e=0.001$ hartree and a vacuum gap of 2000 bohr, the retarded integrals at $\xi=10^{-12}$ hartree give $0.9015\,kT$ for TM and a residue of $6\times10^{-9}\,kT$ for TE, which falls in proportion to $\xi$. With $\gamma_e=0$, $q_j^2\to k^2+\omega_e^2/c^2\neq k^2$, and TE adds $0.428\,kT$, so the total exceeds the bound. Magnetic walls have $\Delta^{\rm TE}\to(\mu-1)/(\mu+1)$ across vacuum, and $\mu=3$ adds $\tfrac34{\rm Li}_3(\tfrac14)\,kT=0.194\,kT$.

### (b) Screening by salt

Now $\Delta_j$ depends on $k$, but $|\Delta_j|\le1$ still holds. For $0\le w<1$ and $|t|\le1$, the series gives $|\ln(1-tw)|\le\sum_sw^s/s$. Integration by parts gives $\int_y^\infty xe^{-sx}dx=(1+sy)e^{-sy}/s^2$. Inserting both in (1),

$$|A_0|\le\frac34kT\sum_{s\ge1}\frac{(1+sy)e^{-sy}}{s^3}=\frac34kT\left[{\rm Li}_3(e^{-y})+y\,{\rm Li}_2(e^{-y})\right]. \tag{2}$$

At $y=0$ this envelope is the bound of part (a). Each term has derivative $-ye^{-sy}/s$, so the envelope falls monotonically. Two conducting walls have $\Delta_j=1$ for all $k>0$ and reach it at every distance.

For dielectric walls and $\kappa d\gg1$, the terms $s\ge2$ are smaller by $e^{-y}$, leaving $A_0\simeq\tfrac34kT\int_y^\infty x\Delta_1\Delta_2e^{-x}dx$. Put $x=y+r$. The weight $e^{-r}$ keeps $r\sim1\ll y$, and $k/p=\sqrt{1-y^2/x^2}\simeq\sqrt{2r/y}$ is small. With $\eta_j=\varepsilon_j/\varepsilon_3$,

$$\Delta_j=-\frac{1-\eta_jk/p}{1+\eta_jk/p}\simeq-\left(1-2\eta_j\frac kp\right),\qquad \Delta_1\Delta_2\simeq1-2(\eta_1+\eta_2)\frac kp .$$

The first term integrates to $(1+y)e^{-y}$. In the second, $x\simeq y$ and $\int_0^\infty\sqrt r\,e^{-r}dr=\sqrt\pi/2$, so the mean of $k/p$ is $\sqrt{2/y}\,\sqrt\pi/2=\sqrt\pi/(2\sqrt{\kappa d})$. Hence, for $\kappa d\gg1$ and $\kappa d\gg\eta_j^2$,

$$A_0\simeq\frac34kT\,(1+2\kappa d)\,e^{-2\kappa d}\left[1-\frac{\sqrt\pi(\eta_1+\eta_2)}{\sqrt{\kappa d}}\right]. \tag{3}$$

The exponent is $2\kappa d$ because a fluctuation crosses the gap twice and decays at least as $e^{-\kappa d}$ each way. The leading factor has logarithmic slope $d\ln A_0/d(\kappa d)=-2+2/(1+2\kappa d)$, which is $-2+2/601=-1.99667$ at $\kappa d=300$. Quadrature of (1) for permittivities 2.5, 80 and 1.5 gives $-1.99666$.

The prefactor in (3) is $\tfrac34kT$, and the salt-free $A_0$ does not appear in it. At long wavelength the electrolyte acts with the effective permittivity $\varepsilon_3p/k\to\infty$, which overwhelms any finite wall value and sends both $\Delta_j$ to $-1$. For two dielectrics the static term (1) is therefore attractive for $\kappa d\gg\eta_j^2$ even if it was repulsive without salt; the sign changes at $\kappa d\approx3.3$ for permittivities 200, 80, 2.5 and only at $\kappa d\approx90$ for 1000, 80, 2.5. It is exponentially small there, so this does not fix the sign of the total interaction, which includes the terms $n\ge1$. Salt can also raise $A_0$: for $\varepsilon_1=\varepsilon_2=\varepsilon_3=80$ it vanishes without salt and is $0.0224\,kT$ at $\kappa d=1$, because excluding the ions is itself a contrast.

The static term $A_0$ now has its salt-free range, with the conditions for it, and its screened form (1) with the envelope (2) and, for dielectric walls at large $\kappa d$, the asymptotic form (3). What remains is to find how much ion motion can change the terms $n\ge1$, and to evaluate the results for the model in (d).

All numerical values are calculated from the stated model.
